# Steady Boron Flux Through a Gate Oxide with a Nitrided Layer: verification in Python

```python
# Result under test: steady boron flux through an oxide with a nitrided layer,
#   J = (C1 - C2) / (Lo/Do + Ln/(K*Dn)),
# and the time lag of an initially empty film with a perfect sink at its exit,
#   t_lag = R * integral of K*w*(1-w) dx.
# Lo, Ln: thicknesses of oxide and nitrided layer; Do, Dn: diffusivities;
# K: equilibrium concentration ratio nitrided layer / oxide;
# C1, C2: oxide-equivalent concentrations at the gate and silicon faces;
# R: total resistance; w(x): fraction of R between the gate face and x.
# Internal units are nm and s; a layer is the tuple (thickness, D, K).
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm

NM_PER_CM = 1e7
total_nm, nitrided_nm = 3.0, 0.5
oxide_nm = total_nm - nitrided_nm
D_oxide_cm = 1e-15
slowdown = 50.0
D_oxide = D_oxide_cm * NM_PER_CM**2
D_nitrided = D_oxide / slowdown
C_gate, C_silicon = 1e20, 1e19      # cm^-3
K_low = 0.5
anneal_s, short_s = 600.0, 10.0
graded_width = 0.1                 # nm, width parameter of the tanh


def resistance(layers):
    return sum(L / (K * D) for L, D, K in layers)


def time_lag(layers):
    R = resistance(layers)
    p, total = 0.0, 0.0
    for L, D, K in layers:
        q = p + L / (K * D * R)
        total += K * L * ((p + q) / 2 - (p*p + p*q + q*q) / 3)
        p = q
    return R * total


def nitrided_fraction(x, width):
    return 0.5 * (1 + np.tanh((x - oxide_nm) / width))


def smooth_resistance(K_n, width):
    """Integrate dC/dx = -J/D + C dlnK/dx; C(L) = g*C(0) - h*J."""
    def rhs(x, y):
        s = nitrided_fraction(x, width)
        ds = 0.5 / (width * np.cosh((x - oxide_nm) / width)**2)
        dlnK = np.log(K_n) * ds
        D = D_oxide * (D_nitrided / D_oxide)**s
        return [y[0] * dlnK, y[1] * dlnK + 1 / D]
    sol = solve_ivp(rhs, (0, total_nm), [1.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=width / 2)
    g, h = sol.y[:, -1]
    return h / g


def jump_model(layers, time, spacing=0.01):
    """Jumps between sites with detailed balance; unit source, sink at exit.
    Returns exit flux, transmitted amount and site concentrations."""
    L, D, K = np.array(layers).T
    n = int(round(L.sum() / spacing))
    middle = (np.arange(n) + 0.5) * spacing
    which = np.searchsorted(np.cumsum(L)[:-1], middle)
    bond = (K * D)[which] / spacing**2
    K_bond = K[which]
    K_site = 0.5 * (K_bond[:-1] + K_bond[1:])
    A = np.zeros((n + 1, n + 1))
    i = np.arange(n - 1)
    A[i, i] = -(bond[:-1] + bond[1:]) / K_site
    j = i[:-1]
    A[j, j + 1] = bond[1:-1] / K_site[1:]
    A[j + 1, j] = bond[1:-1] / K_site[:-1]
    A[0, n] = bond[0]                       # jumps from the source
    A[n - 1, n - 2] = bond[-1] / K_site[-1]  # counts jumps into the sink
    y = expm(A * time)[:, n]
    flux = spacing * A[n - 1, n - 2] * y[n - 2]
    return flux, spacing * y[n - 1], y[:n - 1]


plain = [(total_nm, D_oxide, 1.0)]
edge = [(oxide_nm, D_oxide, 1.0), (nitrided_nm, D_nitrided, 1.0)]
middle_stack = [(oxide_nm / 2, D_oxide, 1.0),
                (nitrided_nm, D_nitrided, 1.0),
                (oxide_nm / 2, D_oxide, 1.0)]
edge_low = [(oxide_nm, D_oxide, 1.0), (nitrided_nm, D_nitrided, K_low)]

# Smooth drift-diffusion profiles, extrapolated linearly to zero width
for stack, K_n in ((edge, 1.0), (edge_low, K_low)):
    sharp = (2 * smooth_resistance(K_n, 0.02)
             - smooth_resistance(K_n, 0.04))
    assert abs(sharp / resistance(stack) - 1) < 1e-4

# Graded layer: differential equation against the resistance integral
R_graded = quad(lambda x: slowdown**nitrided_fraction(x, graded_width)
                / D_oxide, 0, total_nm, points=[oxide_nm], limit=200)[0]
assert abs(smooth_resistance(1.0, graded_width) / R_graded - 1) < 1e-6

# Time-dependent jump model against steady flux and time lag;
# the lag tolerance covers the finite site spacing
late = 3000.0
for stack in (plain, edge, edge[::-1], middle_stack,
              edge_low, edge_low[::-1]):
    flux, amount, _ = jump_model(stack, late)
    assert abs(flux * resistance(stack) - 1) < 1e-5
    assert abs((late - amount / flux) / time_lag(stack) - 1) < 2e-3
assert abs(time_lag(plain) / (total_nm**2 / (6 * D_oxide)) - 1) < 1e-12

# Interface concentration for unit source and zero exit concentration
_, _, profile = jump_model(edge, late)
interface_site = int(round(oxide_nm / 0.01)) - 1
R_o, R_n = oxide_nm / D_oxide, nitrided_nm / D_nitrided
assert abs(profile[interface_site] - (1 - R_o / (R_o + R_n))) < 1e-5

# Worked example
R_plain, R_edge = resistance(plain), resistance(edge)
difference = C_gate - C_silicon


def flux_cm(drop, R):
    return drop / (R * NM_PER_CM)


J_plain, J_edge = flux_cm(difference, R_plain), flux_cm(difference, R_edge)
J_low = flux_cm(difference, resistance(edge_low))
J_graded = flux_cm(difference, R_graded)
C_interface = C_gate - J_edge * R_o * NM_PER_CM
equal_nm = total_nm / (1 + slowdown)
equal_stack_oxide = (total_nm - equal_nm) / D_oxide
assert abs(equal_nm / D_nitrided / equal_stack_oxide - 1) < 1e-12

lag_plain, lag_edge = time_lag(plain), time_lag(edge)
lag_middle = time_lag(middle_stack)
_, passed, _ = jump_model(edge, anneal_s)
_, passed_plain, _ = jump_model(plain, anneal_s)
assert abs(passed * R_edge / (anneal_s - lag_edge) - 1) < 1e-3
assert abs(passed_plain * R_plain / (anneal_s - lag_plain) - 1) < 1e-3
dose = passed * C_gate / NM_PER_CM
dose_plain = passed_plain * C_gate / NM_PER_CM
early_fraction = jump_model(edge, short_s)[0] * R_edge
settled_fraction = jump_model(edge, 3 * lag_edge)[0] * R_edge

print(f"total film thickness: {total_nm:.2f} nm")
print(f"nitrided layer thickness: {nitrided_nm:.2f} nm")
print(f"remaining oxide thickness: {oxide_nm:.2f} nm")
print(f"oxide diffusivity: {D_oxide_cm:.2e} cm^2/s")
print(f"nitrided diffusivity: {D_oxide_cm / slowdown:.2e} cm^2/s")
print(f"gate-side concentration: {C_gate:.2e} cm^-3")
print(f"silicon-side concentration: {C_silicon:.2e} cm^-3")
print(f"resistance of remaining oxide: {R_o * NM_PER_CM:.3e} s/cm")
print(f"resistance of nitrided layer: {R_n * NM_PER_CM:.3e} s/cm")
print(f"total resistance, nitrided film: {R_edge * NM_PER_CM:.3e} s/cm")
print(f"resistance, plain oxide film: {R_plain * NM_PER_CM:.3e} s/cm")
print(f"net added, fixed total: {(R_edge-R_plain)*NM_PER_CM:.3e} s/cm")
print(f"steady flux, nitrided film: {J_edge:.3e} cm^-2 s^-1")
print(f"steady flux, plain oxide film: {J_plain:.3e} cm^-2 s^-1")
print(f"flux reduction factor: {J_plain / J_edge:.3f} (no unit)")
print(f"interface concentration, K=1: {C_interface:.3e} cm^-3")
print(f"equal-resistance nitrided thickness: {equal_nm:.4f} nm")
print(f"lower solubility ratio K: {K_low:.2f} (no unit)")
print(f"steady flux with lower K: {J_low:.3e} cm^-2 s^-1")
print(f"tanh width of graded transition: {graded_width:.2f} nm")
print(f"graded total resistance: {R_graded * NM_PER_CM:.3e} s/cm")
print(f"steady flux, graded layer: {J_graded:.3e} cm^-2 s^-1")
print(f"time lag, plain oxide film: {lag_plain:.2f} s")
print(f"time lag, nitrided layer at face: {lag_edge:.2f} s")
print(f"time lag, nitrided layer in middle: {lag_middle:.2f} s")
print(f"long anneal time: {anneal_s:.0f} s")
print(f"boron passed, nitrided, C2=0: {dose:.3e} cm^-2")
print(f"boron passed, plain oxide, C2=0: {dose_plain:.3e} cm^-2")
print(f"short anneal time: {short_s:.0f} s")
print(f"exit/steady flux, short time, C2=0: {early_fraction:.4f} (no unit)")
print(f"exit/steady flux, 3 lags, C2=0: {settled_fraction:.4f} (no unit)")
print("verified")
```

Printed output:

```
total film thickness: 3.00 nm
nitrided layer thickness: 0.50 nm
remaining oxide thickness: 2.50 nm
oxide diffusivity: 1.00e-15 cm^2/s
nitrided diffusivity: 2.00e-17 cm^2/s
gate-side concentration: 1.00e+20 cm^-3
silicon-side concentration: 1.00e+19 cm^-3
resistance of remaining oxide: 2.500e+08 s/cm
resistance of nitrided layer: 2.500e+09 s/cm
total resistance, nitrided film: 2.750e+09 s/cm
resistance, plain oxide film: 3.000e+08 s/cm
net added, fixed total: 2.450e+09 s/cm
steady flux, nitrided film: 3.273e+10 cm^-2 s^-1
steady flux, plain oxide film: 3.000e+11 cm^-2 s^-1
flux reduction factor: 9.167 (no unit)
interface concentration, K=1: 9.182e+19 cm^-3
equal-resistance nitrided thickness: 0.0588 nm
lower solubility ratio K: 0.50 (no unit)
steady flux with lower K: 1.714e+10 cm^-2 s^-1
tanh width of graded transition: 0.10 nm
graded total resistance: 2.346e+09 s/cm
steady flux, graded layer: 3.836e+10 cm^-2 s^-1
time lag, plain oxide film: 15.00 s
time lag, nitrided layer at face: 53.98 s
time lag, nitrided layer in middle: 40.06 s
long anneal time: 600 s
boron passed, nitrided, C2=0: 1.986e+13 cm^-2
boron passed, plain oxide, C2=0: 1.950e+14 cm^-2
short anneal time: 10 s
exit/steady flux, short time, C2=0: 0.0009 (no unit)
exit/steady flux, 3 lags, C2=0: 0.9908 (no unit)
verified
```
